# Choosing isotopic masses for impulsive alignment and rotational revivals

A short laser pulse passes through a gas of linear molecules that are more polarisable along their axis than across it. The molecules briefly turn towards the polarisation axis, the alignment fades, and picoseconds later it returns without any further pulse. If one or both end atoms are now replaced by other isotopes, the electrons hardly notice, yet the return comes at a different time, and another feature at a quarter of that time may appear, vanish or change sign.

Electronic-structure programs let the user choose the isotopic masses in a rotational or vibrational analysis. For alignment this choice fixes the revival time. The isotope also has a nuclear spin, which the mass alone does not specify and which helps to determine the quarter revival.

## What the electronic calculation supplies

The model is a rigid linear rotor in its vibrational ground state, without collisions or electron-spin splittings. With \(B\) in inverse length and \(\Theta\) the moment of inertia,

\[
E_J=hcB\,J(J+1),\qquad B=\frac{h}{8\pi^2c\,\Theta}.
\]

The geometry and masses give \(\Theta\). An equilibrium geometry gives \(B\) without the correction for zero-point vibration, which depends on the masses and should be included for the vibrational ground state. The other input is the polarisability anisotropy \(\Delta\alpha=\alpha_\parallel-\alpha_\perp\), taken at the laser frequency. At a fixed geometry in the Born–Oppenheimer approximation, \(\Delta\alpha\) does not depend on the nuclear masses.

Let the field along \(z\) be \(\varepsilon(t)\cos\Omega t\), far from resonance. An induced dipole has energy \(-\tfrac12\alpha_{zz}\) times the squared field, and \(\alpha_{zz}=\alpha_\perp+\Delta\alpha\cos^2\theta\). Rotation is slow compared with \(\Omega\), so \(\cos^2\Omega t\) may be replaced by its average \(\tfrac12\). The term in \(\alpha_\perp\) gives only a common phase and is dropped:

\[
V(t)=-\frac{\Delta\alpha}{4}\,\varepsilon^2(t)\cos^2\theta .
\]

If the molecule does not rotate appreciably during the pulse, \(i\hbar\,\partial_t\psi=V\psi\) integrates at each angle to

\[
\psi(0^+)=e^{iP\cos^2\theta}\psi(0^-),\qquad
P=\frac{\Delta\alpha}{4\hbar}\int\varepsilon^2(t)\,dt .
\]

## The banded matrix and the algorithm

For \(M\ge0\), the associated Legendre functions obey

\[
(2J+1)xP_J^M=(J-M+1)P_{J+1}^M+(J+M)P_{J-1}^M,\quad x=\cos\theta .
\]

The squared norm factor of \(Y_{JM}\) is proportional to \((2J+1)(J-M)!/(J+M)!\). Its ratio between \(J\) and \(J+1\) is \((2J+1)(J+1+M)/[(2J+3)(J+1-M)]\). Multiplying this by \((J+1-M)^2/(2J+1)^2\) gives the squared coefficient of \(Y_{J+1,M}\), namely \(a_{J+1}^2\) with

\[
a_J^2=\frac{J^2-M^2}{4J^2-1}.
\]

The downward coefficient is \(a_J\), because \(\cos\theta\) is real and Hermitian. Negative \(M\) gives the same values. Applying \(\cos\theta\) twice yields

\[
\cos^2\theta\,Y_J=a_{J+1}a_{J+2}Y_{J+2}+(a_{J+1}^2+a_J^2)Y_J+a_Ja_{J-1}Y_{J-2}.
\]

Thus \(M\) and the parity of \(J\) are conserved, and each block is tridiagonal. For \(J=M=0\), the diagonal element is \(a_1^2=1/3\) and the coupling is \(a_1a_2=\sqrt{(1/3)(4/15)}=0.2981\). The elements should be entered from these formulas. Squaring a truncated \(\cos\theta\) matrix would lose \(a_{J+1}^2\) from the last diagonal element.

The simulation has four steps.

1. For each \(M\) and parity, diagonalise the block, \(C=V\lambda V^{\mathsf T}\), where \(V\) now holds eigenvectors.
2. Form the kick \(K=Ve^{iP\lambda}V^{\mathsf T}\).
3. Transform the thermal density matrix, \(\rho'=K\rho K^\dagger\).
4. Store the time average \(\bar S=\sum_{JM}C_{JJ}\rho'_{JJ}\) and the coherences \(\chi_J=\sum_M C_{J,J+2}\,\rho'_{J,J+2}\).

After the pulse, \(\rho'_{J,J+2}\) acquires the factor \(e^{-i(E_J-E_{J+2})t/\hbar}=e^{i\omega_Jt}\). Since \((J+2)(J+3)-J(J+1)=4J+6\),

\[
S(t)\equiv\langle\cos^2\theta\rangle=\bar S+D(t),
\]
\[
D(t)=2\,\mathrm{Re}\sum_J\chi_Je^{i\omega_Jt},\qquad \omega_J=2\pi cB(4J+6).
\]

One set of coherences therefore serves for every later time.

## Why the full revival occurs at \(1/(2Bc)\)

Set \(T=1/(2Bc)\). The phase of each rotational state at this time is

\[
\frac{E_JT}{\hbar}=2\pi cB\,J(J+1)\,\frac1{2Bc}=\pi J(J+1).
\]

One of two consecutive integers is even, so this is a multiple of \(2\pi\). The wave function itself returns, whatever the kick strength, and so does any mixture.

The signal has no shorter period in general. Since \(\omega_JT=2\pi(2J+3)\), its harmonics are \(3,7,\dots\) for even \(J\) and \(5,9,\dots\) for odd \(J\). If a time \(\tau\) were a period of harmonics 3 and 7, both \(3\tau/T\) and \(7\tau/T\) would be integers, and hence so would \(7\tau/T-2(3\tau/T)=\tau/T\). For 5 and 9 the combination is \(2(5\tau/T)-9\tau/T\). The argument needs both coherences of a pair to be nonzero.

At half the period, \(e^{i\omega_JT/2}=e^{i\pi(2J+3)}=-1\). Therefore

\[
D(t+T/2)=-D(t),
\]

for either parity and any spin weights. The half revival is an inverted copy about \(\bar S\).

The masses enter through

\[
T=\frac1{2Bc}=\frac{4\pi^2\Theta}{h}=\frac{2\pi\Theta}{\hbar}.
\]

For a diatomic molecule \(\Theta=\mu r^2\), so small errors obey \(\delta T/T=\delta\mu/\mu+2\,\delta r/r\). A bond length wrong by 1% moves the revival by 2%.

## What happens at a quarter of the period

Here \(e^{i\omega_JT/4}=e^{i\pi(2J+3)/2}\). For even \(J\), \(2J+3\) leaves remainder 3 on division by 4, and the factor is \(-i\). For odd \(J\) the remainder is 1, and the factor is \(+i\). Since \(2\,\mathrm{Re}(-iz)=2\,\mathrm{Im}\,z\),

\[
D_{\rm e}(T/4+t)=2\,\mathrm{Im}\sum_{J\ \rm even}\chi_Je^{i\omega_Jt},
\]
\[
D_{\rm o}(T/4+t)=-2\,\mathrm{Im}\sum_{J\ \rm odd}\chi_Je^{i\omega_Jt}.
\]

Whether these are dips or peaks depends on the phases of \(\chi_J\), which a weak kick reveals. To first order in \(P\),

\[
\rho'=(1+iPC)\rho(1-iPC)\simeq\rho+iP(C\rho-\rho C).
\]

Let \(\rho_J\) be the initial population of one \(|JM\rangle\) state. The element between \(J\) and \(J+2\) is \(-iP\,C_{J,J+2}(\rho_J-\rho_{J+2})\), so

\[
\chi_J=-iP(\rho_J-\rho_{J+2})\sum_M C_{J,J+2}^2 .
\]

The numerator of \(C_{J,J+2}^2\) factorises into binomial coefficients:

\[
[(J+1)^2-M^2][(J+2)^2-M^2]=4\binom{J+2+M}{2}\binom{J+2-M}{2}.
\]

The identity \(\sum_k\binom k2\binom{N-k}2=\binom{N+1}5\), with \(N=2J+4\), gives the sum over \(M\) as \(4\binom{2J+5}5\), which equals \(\tfrac2{15}(J+1)(J+2)(2J+1)(2J+3)(2J+5)\). Dividing by the denominator \((2J+1)(2J+3)^2(2J+5)\),

\[
\sum_M C_{J,J+2}^2=\frac2{15}\frac{(J+1)(J+2)}{2J+3}.
\]

The diagonal populations do not change at this order, and an unpolarised gas has \(\langle\cos^2\theta\rangle=1/3\). Using \(\mathrm{Re}(-ie^{i\omega t})=\sin\omega t\),

\[
S(t)\simeq\frac13+\sum_Jb_J\sin\omega_Jt,
\]
\[
b_J=\frac{4P}{15}(\rho_J-\rho_{J+2})\frac{(J+1)(J+2)}{2J+3}.
\]

Thermal populations fall with \(J\) within each parity, so \(b_J>0\) when \(\Delta\alpha>0\). At \(T/4\) the sine equals \(-1\) for even \(J\) and \(+1\) for odd \(J\). For \(\Delta\alpha>0\) and to leading order in the kick, even levels therefore give a dip in alignment at the quarter revival and odd levels give a peak. For \(\Delta\alpha<0\) the two are exchanged.

## From nuclear spin to the quarter revival

Consider a homonuclear diatomic, or a longer symmetric linear molecule in which only one exchanged pair carries spin and the other exchanged nuclei are spinless bosons. Exchanging the ends reverses the axis, and \(Y_{JM}\) gains \((-1)^J\). Let \(s_{\rm el}\) and \(s_{\rm sp}\) be the exchange signs of the electronic and nuclear-spin states. For end nuclei of spin \(I\),

\[
(-1)^J s_{\rm el}s_{\rm sp}=(-1)^{2I}.
\]

Two such spins have \(n^2\) product states, with \(n=2I+1\). The \(n\) states with equal projections are symmetric. Each of the \(n(n-1)/2\) unequal pairs supplies one symmetric and one antisymmetric combination. The totals are

\[
g_{\rm sym}=\frac{n(n+1)}2=(I+1)(2I+1),\qquad
g_{\rm anti}=\frac{n(n-1)}2=I(2I+1).
\]

For \(s_{\rm el}=+1\), as in a \(\Sigma_g^+\) state, even \(J\) takes \(g_{\rm sym}\) for bosons and \(g_{\rm anti}\) for fermions. For \(s_{\rm el}=-1\), as in a \(\Sigma_g^-\) state, the assignments are exchanged. If that state also has electron spin, \(J\) here means the rotation without spin, and the fine structure is neglected. Ends made of different isotopes are distinguishable, so even and odd levels have equal weights.

Let \(Z_{\rm e}\) and \(Z_{\rm o}\) be the rotational partition sums without spin weights. For a gas in equilibrium between the two sets of levels,

\[
D=p_{\rm e}D_{\rm e}+p_{\rm o}D_{\rm o},\qquad
p_{\rm e}=\frac{g_{\rm e}Z_{\rm e}}{g_{\rm e}Z_{\rm e}+g_{\rm o}Z_{\rm o}},\quad p_{\rm o}=1-p_{\rm e}.
\]

If the sample was prepared with other parity populations, those should be used for \(p_{\rm e}\) and \(p_{\rm o}\).

When many levels are populated, \(Z_{\rm e}\simeq Z_{\rm o}\). In the weak-kick formula, \(D_{\rm e}+D_{\rm o}\) near \(T/4\) is then a sum of terms with alternating sign and slowly varying size, so neighbouring levels nearly cancel. Thus \(D_{\rm e}\simeq-D_{\rm o}\), and

\[
D(T/4+t)\simeq\kappa\,D_{\rm o}(T/4+t),\qquad
\kappa=\frac{g_{\rm o}-g_{\rm e}}{g_{\rm o}+g_{\rm e}}.
\]

This is a warm-gas approximation. In the opposite limit of zero temperature, a molecule with unlike ends starts entirely in \(J=0\). Then \(p_{\rm e}=1\), and nothing cancels the even part, although \(\kappa=0\).

The rotational symmetry number used in thermochemistry cannot replace \(\kappa\). For a warm symmetric molecule the full sum is \(g_{\rm e}Z_{\rm e}+g_{\rm o}Z_{\rm o}\simeq(g_{\rm e}+g_{\rm o})(Z_{\rm e}+Z_{\rm o})/2\). The factor \(1/2\) is the same for every nuclear spin and does not record the difference \(g_{\rm o}-g_{\rm e}\).

## A worked case

Take the model values \(B=1\ \mathrm{cm^{-1}}\), \(\Delta\alpha=10\) atomic units, a gas at 50 K and \(P=2\). The revival time is

\[
T=\frac1{2(1\ \mathrm{cm^{-1}})c}=16.68\ \mathrm{ps}=6.895\times10^5\ \text{atomic units}.
\]

The Gaussian pulse has an intensity width of 0.05 ps at half maximum, so \(\sigma=0.02123\) ps, or 877.8 atomic units. With peak field 0.01907 atomic units,

\[
P=\frac{10}{4}(0.01907)^2(877.8)\sqrt{2\pi}=2.00 .
\]

The peak intensity is \(1.28\times10^{13}\ \mathrm{W/cm^2}\). The model contains no ionisation, so whether a given molecule survives this intensity is a separate question.

For equal weights, the alignment peaks at 0.400, at 0.267 ps after the kick. The same value returns at 16.945 ps, later by \(T\). At 8.606 ps, later by \(T/2\), inversion about \(\bar S=0.3374\) predicts \(2(0.3374)-0.3999=0.2749\); the computed minimum is 0.2748. The highest alignment near the half revival, 0.403 at 8.085 ps, slightly exceeds the first peak. It is the inverted copy of the dip just before the full revival, a part of the periodic signal with no counterpart just after the kick.

At \(T/4=4.170\) ps the separate parities give

\[
D_{\rm e}=-0.0775,\qquad D_{\rm o}=+0.0771 .
\]

The weak-kick formula gives \(-0.0791\) and \(+0.0786\), about 2% larger in size. It is thus a good guide to the centre of this feature at \(P=2\), though it misses the small rise of \(\bar S\) above \(1/3\).

The spin weights now act as follows:

- Spinless bosons with symmetric electrons have only even levels and \(S(T/4)=0.260\), a dip. With antisymmetric electrons only odd levels remain, and \(S(T/4)=0.414\), a peak.
- Bosons with \(I=1\) and symmetric electrons have weights 6:3. The rule gives \(\kappa=(3-6)/9=-0.333\), and the computed \(D/D_{\rm o}\) is \(-0.337\).
- Fermions with \(I=1/2\) and symmetric electrons have weights 1:3. The rule gives \(+0.500\), and the computed ratio is \(+0.499\).
- Unlike ends have weights 1:1. The rule gives zero, and the computed ratio is \(-0.003\).

Away from the centre the cancellation can be less complete. Within \(T/8\) of the quarter revival, the largest \(|D_{\rm e}+D_{\rm o}|\) is 2.0% of the largest \(|D_{\rm o}|\).

Define the swing as maximum minus minimum within \(T/8\) of a revival. The quarter swing is 0.89 of the half swing for a single parity, 0.30 for 6:3 and 0.0045 for 1:1. At 1 K, however, the 1:1 gas has 86% of its population in even levels, and the ratio is 0.80. Cooling removes the cancellation between even and odd levels, but this large ratio does not mark a distinct revival. At 1 K the coherence between \(J=0\) and \(J=2\), harmonic 3, dominates the signal, which oscillates throughout with a period near \(T/3\). With so few levels there is no quiet interval from which a quarter revival could stand out, and the swing ratio is no longer a measure of one.

An independent propagation on an angular grid, started from \(J=0\) and \(J=1\) with \(M=0\), tested the return at \(T\), the inversion at \(T/2\) and both quarter-period phases. The numerical output follows the text.

## Guidance for the mass setting

**Use the masses of one definite isotopologue.** An average atomic mass gives a single \(\Theta\), whereas a mixed sample contains several revival times. Compute \(B\), \(p_{\rm e}\), \(p_{\rm o}\) and the resulting \(S(t)\) for each species, and add these signals weighted by abundance.

**Enter the spin weights separately.** Changing one end atom to another isotope can turn 1:0 into 1:1. In a warm gas this removes the quarter revival even if the change in \(T\) is slight.

**Judge the geometry by the revival width.** In the example, the minimum and maximum around the full revival are \(16.945-16.424=0.521\) ps apart. A 1% bond-length error shifts \(T\) by about 0.33 ps, a large part of that interval.

**Check the pulse against the fastest important coherence.** To first order in \(P\), a Gaussian pulse multiplies the amplitude \(b_J\) by

\[
\int\frac{e^{-t^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,e^{i\omega_Jt}\,dt=e^{-\omega_J^2\sigma^2/2}.
\]

For a weak kick the condition is therefore \(\omega_J\sigma\ll1\) for the levels that matter, which is stricter than \(\sigma\ll T\). For a strong kick, compare with a finite-pulse calculation. At \(J=10\), \(\omega_J\sigma=0.184\) and the factor is 0.983. For equal weights, once the pulse is over, the largest absolute difference in \(S\) between the kick and the finite pulse is \(3.7\times10^{-4}\). Halving the duration at fixed \(P\) reduces it to \(1.0\times10^{-4}\).

**Converge the basis after the kick.** The basis must hold the levels that the pulse populates as well as the thermal ones. Here the initial levels reach \(J=30\) and the basis \(J=50\); extending it to 70 changed the time averages and coherences by less than \(10^{-10}\).

**Limit the number of revivals predicted by a rigid rotor.** Centrifugal distortion adds \(-hcD_{\rm c}J^2(J+1)^2\) to the energy. The difference of \(J^2(J+1)^2\) between \(J+2\) and \(J\) is \((4J+6)(2J^2+6J+6)\). Multiplying by \(2\pi cD_{\rm c}\,qT\), with \(T=1/(2Bc)\), gives the phase lag after \(q\) periods:

\[
\delta\phi_J=4\pi q\,\frac{D_{\rm c}}B(2J+3)(J^2+3J+3).
\]

The rigid-rotor signal can be trusted while this lag is small for the important \(J\). Beyond that, the distorted energies should be used in \(\omega_J\) and in the thermal populations; the matrix elements and the kick remain unchanged within this model.

## Numbers as computed

```
B = 1.000 cm^-1 = 4.55634e-06 hartree
temperature = 50.0 K
kT/(hcB) = 34.752
polarisability anisotropy = 10.0 atomic units
kick strength P = 2.00 (dimensionless)
intensity FWHM = 0.050 ps, sigma = 0.02123 ps
peak field = 0.01907 atomic units
peak intensity = 1.276e+13 W/cm^2
full revival T = 16.6782 ps = 6.89500e+05 atomic units
T/4 = 4.1696 ps, T/2 = 8.3391 ps
basis J limit = 50, highest initial J = 30
omega_J sigma at J=10 = 0.1840 rad
M=0 J=0: diagonal 0.333333, to J+2 0.298142
M=0 J=2: diagonal 0.523810, to J+2 0.255551
M=0 J=4: diagonal 0.506494, to J+2 0.252136
grid state return error at T = 1.4e-13
even-J population, equal weights = 0.500000
time-averaged S, equal weights = 0.33737
kick max S = 0.39991 at 0.2669 ps
kick min S = 0.32834 at 0.8631 ps
half max S = 0.40333 at 8.0848 ps
half min S = 0.27482 at 8.6060 ps
full max S = 0.39991 at 16.9451 ps
full min S = 0.27140 at 16.4239 ps
t/T=0.00: S even 0.33333, odd 0.33333, equal 0.33333
t/T=0.25: S even 0.25995, odd 0.41438, equal 0.33716
t/T=0.50: S even 0.34158, odd 0.34121, equal 0.34140
t/T=0.75: S even 0.41497, odd 0.26017, equal 0.33757
t/T=1.00: S even 0.33333, odd 0.33333, equal 0.33333
D at T/4: even -0.07751, odd 0.07710
linear D at T/4: even -0.07908, odd 0.07864
largest |D_even+D_odd|/max|D_odd| near T/4 = 0.01998
I=0 bosons, symmetric electrons: g_even:g_odd = 1:0
  kappa -1.0000, D/D_odd -1.0052, S(T/4) 0.25995, quarter/half swing 0.8911
I=0 bosons, antisymmetric electrons: g_even:g_odd = 0:1
  kappa 1.0000, D/D_odd 1.0000, S(T/4) 0.41438, quarter/half swing 0.8910
I=1 bosons, symmetric electrons: g_even:g_odd = 6:3
  kappa -0.3333, D/D_odd -0.3368, S(T/4) 0.31142, quarter/half swing 0.2971
I=1/2 fermions, symmetric electrons: g_even:g_odd = 1:3
  kappa 0.5000, D/D_odd 0.4987, S(T/4) 0.37577, quarter/half swing 0.4454
unlike nuclei: g_even:g_odd = 1:1
  kappa 0.0000, D/D_odd -0.0026, S(T/4) 0.33716, quarter/half swing 0.0045
1 K, equal weights: even-J population = 0.8557
1 K, equal weights: quarter/half swing = 0.7970
largest S error of kick, 0.050 ps = 0.000368
largest S error of kick, 0.025 ps = 0.000096
```
